# Two successive tetrahedron cuts for occupied-to-empty response integrals, part 2

A zero-temperature response function of independent electrons contains integrals over $\mathbf k$ of $\theta(E_F-e_{\mathbf k})\,\theta(e_{\mathbf k+\mathbf q}-E_F)\,K(D)\,M$, with kernel $K$ and matrix element $M$. In a tetrahedron $T$ with vertices $v_i$, $f=e_{\mathbf k}-E_F$, $g=e_{\mathbf k+\mathbf q}-E_F$, $D=g-f$ and $M$ are interpolated linearly. With barycentric coordinates $\lambda_i$ and volumes as fractions of $T$, the average is $\sum_iw_iM_i$, where
$$w_i=\langle\theta(-f)\,\theta(g)\,K(D)\,\lambda_i\rangle_T .$$

Pieces fill $R=\{f<0,\ g>0\}$. Row $r$ of a piece's matrix $A$ holds the barycentric coordinates of its vertex $r$, and
$$w=\sum_{\rm pieces}|\det A|\;A^{\mathsf T}u(d),\qquad d=AD,\qquad u_j(d)=\langle K(\mu\cdot d)\,\mu_j\rangle ,$$
with $\mu$ barycentric in the piece. Here $A=A_2A_1$: $A_1$ comes from the cut at $f=0$, $A_2$ from the same routine applied to $-A_1g$.

For one cut, sort $f_1\le f_2\le f_3\le f_4$, with $n$ negative values. Edge zeros are $p_{ij}=(1-a_{ij})v_i+a_{ij}v_j$, $a_{ij}=f_i/(f_i-f_j)$. Nothing is kept for $n=0$, $T$ for $n=4$, and $(v_1,p_{12},p_{13},p_{14})$ for $n=1$. Otherwise the region is a prism with side edges $\mathsf a_i\mathsf b_i$ and list $(\mathsf a;\mathsf b)$: $(v_1,p_{13},p_{14};v_2,p_{23},p_{24})$ for $n=2$, $(v_1,v_2,v_3;p_{14},p_{24},p_{34})$ for $n=3$. Its pieces are the three windows of four consecutive entries, with volumes for $n=3$
$$a_{14},\qquad(1-a_{14})a_{24},\qquad(1-a_{14})(1-a_{24})a_{34},$$
and for $n=2$
$$a_{13}a_{14},\qquad(1-a_{13})a_{14}a_{23},\qquad(1-a_{14})a_{23}a_{24}.$$

For $K=1/D$, $u_j=\varphi[d_1,\dots,d_4,d_j]$ is a divided difference of $\varphi=x^3\ln x$, and $u(d)=u(d/s)/s$ with $s=\max d$. The recurrence is
$$I_n=\frac{I_{n-1}[x_0,\dots,x_{n-2},x_n]-I_{n-1}[x_0,\dots,x_{n-2},x_{n-1}]}{x_n-x_{n-1}},\qquad I_0=F(x_0),$$
here with $F=\varphi$; $n+1$ equal nodes give $F^{(n)}/n!$. The delta kernel is $K=\delta(D-\omega)$.

The nesting test takes $g=-f+\eta$ with small $\eta>0$; $\rho(t)$ is the density of values of $f$, and $\sum_iw_i$ for $K=1/D$ grows as $\tfrac12\rho(0)\ln(1/\eta)$.

The example has $f=(-3,-2,-1,1)$ eV, $g=(1,-1,-2,1)$ eV and $D=(4,1,-1,0)$ eV.

## Counting cases

Label vertices after sorting $f$, and take all $f_i\ne0$ and $g\ne0$ at every vertex of $\{f<0\}$. For $n=1$ and $n=4$ the region is a tetrahedron whose four values of $g$ are free, which gives $2^4=16$ patterns. For a prism the six values come from four parameters. For $n=3$ the side edges run toward $O=v_4$. For $n=2$ and $f_1<f_2$, let $O$ be the point beyond $v_2$ where the line $v_1v_2$ meets $f=0$. It lies in the plane of face 123 and in $f=0$, hence on the line $p_{13}p_{23}$, and likewise on $p_{14}p_{24}$. Since $\lambda_1$ is positive at each $\mathsf a_i$, zero at $\mathsf b_i$ and negative at $O$, the order on each line is $\mathsf a_i,\mathsf b_i,O$. In both cases
$$g(\mathsf b_i)=(1-s_i)\,g(\mathsf a_i)+s_i\,g(O),\qquad0<s_i<1,$$
and the values at $O,\mathsf a_1,\mathsf a_2,\mathsf a_3$, which are not coplanar, are free. If $g(O)>0$, the pair of signs on an edge is $++$, $-+$ or $--$ according to $g(\mathsf a_i)$, independently on each edge, giving 27 patterns. If $g(O)<0$ there are 27 with $+-$ in place of $-+$. The $2^3=8$ patterns with no sign change are common to both, and they are also all that $g(O)=0$ yields. That leaves $27+27-8=46$ of 64. For $f_1=f_2$ the edges are parallel, $g(\mathsf b_i)-g(\mathsf a_i)$ has one sign on all of them, and the count is the same. The total is $1+16+46+46+16=125$, served by five branches called twice.

A window with $m=0,\dots,4$ positive values yields $0,1,3,3,1$ pieces. Three numbers from $\{0,1,3\}$ cannot sum to 8, and they sum to 6 only as $3+3+0$. A window with no piece has $m=0$, and a neighbouring window shares three of its vertices, so it has $m\le1$ and at most one piece, which excludes 6. A linear-programming feasibility test of every pattern finds the prism counts $0,1,2,3,4,5,7,9$ in $1,2,2,3,2,7,14,15$ patterns.

## Conservation is necessary but not sufficient

The four regions with $f,g$ of either sign fill $T$, so for $K=1$ their volumes sum to 1 and their weights to $\langle\lambda_i\rangle=1/4$. Over 301 tetrahedra the largest deviation of a summed weight from $1/4$ is $1.1\times10^{-16}$. The order of the cuts cannot matter, because $R$ does not depend on it. The kernel has its own sum rule, $\sum_iw_i^{1/D}D_i=\langle\theta\theta\,D/D\rangle=\mathrm{vol}\,R$.

Volume alone can pass a wrong decomposition. For $n=3$ the last window has its base $\mathsf b_1\mathsf b_2\mathsf b_3$ in the plane $f=0$ and a height proportional to $|f|$ at its apex. If $f_2=f_3$, using $\mathsf a_2$ as apex in place of $\mathsf a_3$ keeps the volume $V_3$ but moves a weight $V_3/4$ from vertex 3 to vertex 2. For $f=(-3,-1,-1,1)$ eV, $a_{14}=\tfrac34$, $a_{24}=a_{34}=\tfrac12$, $V_3=\tfrac1{16}$ and $V_3/4=0.0156$. The weights $w_2=w_3=0.24219$ become $0.25781$ and $0.22656$, while the sum stays $0.93750$. The program therefore also asserts the first moments against a convex-hull construction, single cover of sampled points, and both kernels against polygon slices at fixed $D$.

## One tetrahedron worked through

For the values used at the start, $n=3$, with $a_{14}=3/4$, $a_{24}=2/3$, $a_{34}=1/2$. The first pieces have volumes $3/4$, $\tfrac14\cdot\tfrac23=0.16667$ and $\tfrac14\cdot\tfrac13\cdot\tfrac12=0.04167$. On the prism $g=(1,-1,-2;\,1,\tfrac13,-\tfrac12)$ eV, each window holds two positive values, and the maximum of nine pieces is reached.

In the second window $-A_1g=(1,2,-1,-\tfrac13)$ eV, sorted as $(-1,-\tfrac13,1,2)$. The ratios are $a_{13}=\tfrac12$, $a_{14}=\tfrac13$, $a_{23}=\tfrac14$, $a_{24}=\tfrac17$. The middle piece, printed as 2.2, has volume $\tfrac12\cdot\tfrac13\cdot\tfrac14\cdot\tfrac16=0.006944$. The first row of $A_2$ is $(\tfrac12,0,\tfrac12,0)$, so the first row of $A$ is $\tfrac12(0,1,0,0)+\tfrac12(0.25,0,0,0.75)=(0.125,0.5,0,0.375)$, and $d_1=0.125\cdot4+0.5\cdot1=1$ eV. With $u=(0.4109,0.5205,0.5205,0.4843)$ eV$^{-1}$ and first column $(0.125,\tfrac16,0,0)$ of $A$, this piece adds $0.006944\,(0.0514+0.0868)=0.00096$ eV$^{-1}$ to $w_1$.

Piece 3.2 has $d=(0,\tfrac13,\tfrac13,0)$ eV, an edge on the line $f=g=0$, and scales to the nodes $0,0,1,1$ with $s=\tfrac13$ eV. From $\varphi(1)=0$, $\varphi'(1)=1$, $\varphi''(1)/2=\tfrac52$ and zeros at the origin, the recurrence gives $[0,1]=0$, $[0,0,1]=0$, $[0,0,0,1]=0$, $[0,1,1]=1$, $[0,0,1,1]=1$, $[0,1,1,1]=\tfrac52-1=\tfrac32$. Then $[0,0,0,1,1]=1-0=1$ and $[0,0,1,1,1]=\tfrac32-1=\tfrac12$, so $u=(3,1.5,1.5,3)$ eV$^{-1}$, which is finite.

The volumes under the three windows add to $0.270833+0.038690+0.012698=0.32222$. For $K=1/D$, $w=(0.077829,0.048515,0.037611,0.127141)$ eV$^{-1}$, and the sum rule reads $4(0.077829)+0.048515-0.037611=0.32222$. Vertex 4 is empty and has $D=0$, yet it carries the largest weight. The weight $w_i$ averages $\lambda_i/D$ over $R$ rather than sampling the vertex, and the part of $R$ with small $D$ has large $\lambda_4$: its mean is about $0.58$ where $D<0.5$ eV, against $0.104352/0.322222=0.32$ over all of $R$. At $\omega=0.6$ eV the delta weights sum to $0.105000$ eV$^{-1}$.

## A mesh: the free-electron gas

For spin-degenerate independent electrons with occupations $n=n_{\mathbf k}$, $n'=n_{\mathbf k+\mathbf q}$, the static response is $\chi_0=2\int d^3k\,(2\pi)^{-3}(n-n')/(e-e')$. Write $n-n'=n(1-n')-n'(1-n)$. The first term gives $-\theta\theta/D$. In the second, $\mathbf k\to-\mathbf k-\mathbf q$ exchanges $e$ and $e'$ when $e_{-\mathbf k}=e_{\mathbf k}$ and gives $-\theta\theta/D$ again, so $\chi_0=-4\int d^3k\,(2\pi)^{-3}\theta\theta/D$.

Set $\hbar=m=1$, $e=k^2/2$, $\mathbf q$ along $z$, $Q=q/2$, so $D=q(k_z+Q)$. At fixed transverse momentum $k_\perp$ the occupied states have $|k_z|<P$ with $P^2=k_F^2-k_\perp^2$, and the final state is empty for $k_z>P-q$; the other branch, $k_z+q<-P$, contradicts $k_z>-P$. At the lower limit $\max(-P,P-q)$ one has $k_z+Q=|P-Q|$, so the $k_z$ integral is $q^{-1}L(P)$ with $L=\ln[(P+Q)/|P-Q|]$. The measure is $2\pi P\,dP$. Since $L'=-2Q/(P^2-Q^2)$, the function $\tfrac12(P^2-Q^2)L+QP$ has derivative $PL$; it vanishes at $P=0$ and is continuous at $P=Q$. With $x=Q/k_F<1$,
$$\frac1{2Q}\int_0^{k_F}PL\,dP=k_FF,\qquad F=\frac12+\frac{1-x^2}{4x}\ln\frac{1+x}{1-x},$$
and $\chi_0=-4\cdot2\pi k_FF/(2\pi)^3=-N(0)F$, with $N(0)=mk_F/\pi^2\hbar^2$ in ordinary units. For $k_F=q=1$ Å$^{-1}$, $E_F=3.8100$ eV, $N(0)=0.013297$ eV$^{-1}$Å$^{-3}$, $F=0.5+0.375\ln3=0.911980$, and $\chi_0=-0.012126$ eV$^{-1}$Å$^{-3}=-0.048897$ atomic units. The length $\min(2P,q)$ in place of $L/q$ gives $2\pi[\tfrac23Q^3+Q(k_F^2-Q^2)]$, a fraction $\tfrac32x-\tfrac12x^3=0.6875$ of the sphere.

Divide cubes of side $h=k_F/N$ into six tetrahedra on the cube corners. $D$ is linear, so the whole error lies in the two Fermi surfaces. The sum of the one-dimensional linear interpolants of $k_x^2,k_y^2,k_z^2$ is linear in a cube and matches $k^2$ at all corners, so it is the interpolant in every tetrahedron. With $q$ a multiple of $h$, the $k_z$ integral above survives with $P$ taken from the interpolant, which yields an independent one-dimensional quadrature. The double cut gives $F=0.89142862$ at $N=4$ (484 tetrahedra with $\min f_i<0<\max g_i$ and 962 pieces in one quadrant) and $0.90836834$ at $N=8$ (3068 and 5132), asserted equal to the quadrature within $10^{-8}$. Relative to the exact $F$ these are low by 2.3% and 0.40%. At $N=8$, $\chi_0=-0.012078$ eV$^{-1}$Å$^{-3}=-0.048704$ atomic units, and the volume fraction is $0.6816$.

The sign and size of the error follow from the interpolant. At distance $\xi$ from a node it exceeds $k_x^2$ by $\xi(h-\xi)$, on average $h^2/6$, and so by $h^2/2$ in three directions. Replacing the excess by this average gives $k_{\rm eff}^2=k_F^2-h^2/2$, or $\delta k=-h^2/4k_F$ to leading order. The derivative of $k_FF$ at fixed $Q$ is the integrand at its upper limit, $k_FL/2Q$. Hence
$$\delta F\approx-\frac1{4N^2}\,\frac1{2x}\ln\frac{1+x}{1-x},\qquad N^2\delta F=-\tfrac14\ln3=-0.27465 .$$
The computed $N^2\delta F$ is $-0.329$, $-0.231$, $-0.269$, $-0.286$ for $N=4,8,32,64$, the last two from the quadrature and asserted to lie within 20% of the estimate. The deviations from it, 20%, 16%, 2% and 4%, occur with both signs and do not fall monotonically. An $h^2$ extrapolation from $N=4$ and $N=8$ therefore does not remove the error: $(4\cdot0.908368-0.891429)/3=0.91401$ misses $F$ by $+0.0020$, against $-0.0036$ for $N=8$ alone, a gain of less than a factor of two. The extrapolation cancels the $h^2$ term and leaves the difference of the two values of $N^2\delta F$, divided by $3N^2$ with $N$ the coarser mesh, and that difference is large for this pair. For $N=32$ and $64$ it leaves $(-0.286+0.269)/(3\cdot32^2)\approx-6\times10^{-6}$, against $-0.286/64^2\approx-7\times10^{-5}$ for $N=64$ alone.

## Table of computed values

```
random tetrahedra: 301, max |sum of 4 regions' weights - 1/4| = 1.1e-16
n=1: feasible patterns 16, pieces:patterns {0: 1, 1: 5, 3: 10}
n=2: feasible patterns 46, pieces:patterns {0: 1, 1: 2, 2: 2, 3: 3, 4: 2, 5: 7, 7: 14, 9: 15}
n=3: feasible patterns 46, pieces:patterns {0: 1, 1: 2, 2: 2, 3: 3, 4: 2, 5: 7, 7: 14, 9: 15}
n=4: feasible patterns 16, pieces:patterns {0: 1, 1: 5, 3: 10}
total labelled patterns (with empty n=0): 125
f = (-3, -1, -1, 1) eV right w (0.24609, 0.24219, 0.24219, 0.20703) sum 0.93750
                       wrong w (0.24609, 0.25781, 0.22656, 0.20703) sum 0.93750
nesting, example f: d(sum w)/d ln(1/eta) = 0.06250 1/eV, rho(0)/2 = 0.06250 1/eV
example: f = (-3, -2, -1, 1) g = (1, -1, -2, 1) D = (4, 1, -1, 0) omega = 0.6 eV
a14,a24,a34 = (0.75000, 0.66667, 0.50000)  g on prism = (1.0000, -1.0000, -2.0000, 1.0000, 0.3333, -0.5000) eV
first piece 1: V = 0.75000, A1 g = (1.0000, -1.0000, -2.0000, 1.0000) eV
 1.1 V = 0.125000 d = (4.0000, 2.5000, 2.3333, 1.0000) eV u = (0.0932, 0.1041, 0.1055, 0.1208) 1/eV
 1.2 V = 0.062500 d = (2.5000, 2.3333, 1.0000, 1.0000) eV u = (0.1375, 0.1399, 0.1649, 0.1649) 1/eV
 1.3 V = 0.083333 d = (2.3333, 1.0000, 1.0000, 0.3333) eV u = (0.1897, 0.2331, 0.2331, 0.2734) 1/eV
first piece 2: V = 0.16667, A1 g = (-1.0000, -2.0000, 1.0000, 0.3333) eV
 2.1 V = 0.027778 d = (1.0000, 1.0000, 0.3333, 0.3333) eV u = (0.3539, 0.3539, 0.4383, 0.4383) 1/eV
 2.2 V = 0.006944 d = (1.0000, 0.3333, 0.3333, 0.5000) eV u = (0.4109, 0.5205, 0.5205, 0.4843) 1/eV
    A1 = (0.000, 1.000, 0.000, 0.000) (0.000, 0.000, 1.000, 0.000) (0.250, 0.000, 0.000, 0.750) (0.000, 0.333, 0.000, 0.667)
    A2 = (0.500, 0.000, 0.500, 0.000) (0.000, 0.333, 0.667, 0.000) (0.000, 0.000, 0.000, 1.000) (0.250, 0.000, 0.000, 0.750)
    A  = (0.125, 0.500, 0.000, 0.375) (0.167, 0.000, 0.333, 0.500) (0.000, 0.333, 0.000, 0.667) (0.000, 0.500, 0.000, 0.500)
 2.3 V = 0.003968 d = (0.3333, 0.3333, 0.5000, 0.1429) eV u = (0.7773, 0.7773, 0.7082, 0.8938) 1/eV
first piece 3: V = 0.04167, A1 g = (-2.0000, 1.0000, 0.3333, -0.5000) eV
 3.1 V = 0.009259 d = (1.0000, 0.0000, 0.3333, 0.3333) eV u = (0.5281, 0.9719, 0.7078, 0.7078) 1/eV
 3.2 V = 0.001852 d = (0.0000, 0.3333, 0.3333, 0.0000) eV u = (3.0000, 1.5000, 1.5000, 3.0000) 1/eV
 3.3 V = 0.001587 d = (0.3333, 0.3333, 0.0000, 0.1429) eV u = (1.1897, 1.1897, 1.9138, 1.4482) 1/eV
K=1 w = (0.130556, 0.052222, 0.035093, 0.104352) sum 0.322222 
K=1/D w = (0.077829, 0.048515, 0.037611, 0.127141) sum 0.291097 1/eV
K=delta w = (0.014125, 0.019500, 0.013000, 0.058375) sum 0.105000 1/eV
sum rule: sum_i w_i(1/D) D_i = 0.322222
volumes (f-g+, f-g-, f+g+, f+g-) = (0.322222, 0.636111, 0.038889, 0.002778) sum 1.000000
gas: kF = q = 1.0 1/A, E_F = 3.8100 eV, N(0) = 0.013297 1/(eV A^3)
exact: F = 0.911980, chi0 = -0.012126 1/(eV A^3) = -0.048897 a.u.
exact crescent/sphere volume = 0.687500, error law dF*N^2 = -0.27465
N=4: tets 484, pieces 962, volume ratio 0.663480, F mesh 0.89142862, F 1D 0.89142862
      chi0 = -0.011853 1/(eV A^3) = -0.047796 a.u., dF*N^2 = -0.32882
N=8: tets 3068, pieces 5132, volume ratio 0.681638, F mesh 0.90836834, F 1D 0.90836834
      chi0 = -0.012078 1/(eV A^3) = -0.048704 a.u., dF*N^2 = -0.23112
N=32 (1D quadrature): dF*N^2 = -0.26877
N=64 (1D quadrature): dF*N^2 = -0.28591
```
